# Does Resist Refraction Shrink Two-Beam Interference Fringes?

**Comment on the claimed fringe period in the resist**

The submission proposes to print a fine grating by crossing two beams of vacuum wavelength $\lambda=325$ nm on a resist-coated silicon wafer. The beams arrive through air at $35.0^\circ$ on either side of the wafer normal. The argument for the printed period has three parts:

1. In air the fringe period is $\lambda/(2\sin35.0^\circ)=283.3$ nm.
2. In a resist of index $n=1.70$ the wavelength falls to $\lambda/n=191.2$ nm.
3. The fringe period is proportional to the wavelength, so in the resist it is $283.3/1.70=166.7$ nm.

The first two statements are correct. The third holds if the angle between the beams stays fixed while the wavelength changes. My main question to the authors is whether it does stay fixed when the beams cross the resist surface.

**1. The period in air**

Let $x$ run along the wafer, in the plane of the two beams, and let $z$ point upward, with $z=0$ at the top of the silicon. The resist fills $0<z<d$. I take the index of air as 1, write $k=2\pi/\lambda$, and use the time factor $e^{-i\omega t}$. The beams are mutually coherent plane waves with angles of incidence $\theta_1$ and $\theta_2$. At first their electric fields are normal to the plane of incidence, so they add as scalars. With $s_j=\sin\theta_j$, the wavevectors in air are

$$\mathbf k_1=k(s_1,-\cos\theta_1),\qquad \mathbf k_2=k(-s_2,-\cos\theta_2).$$

For real amplitudes $A_1$ and $A_2$, the intensity of the incident pair is

$$|A_1e^{i\mathbf k_1\cdot\mathbf r}+A_2e^{i\mathbf k_2\cdot\mathbf r}|^2
=A_1^2+A_2^2+2A_1A_2\cos[(\mathbf k_1-\mathbf k_2)\cdot\mathbf r].$$

The $x$ component of $\mathbf k_1-\mathbf k_2$ is $k(s_1+s_2)$. Moving along $x$ by one period must change the phase by $2\pi$, so

$$p=\frac{2\pi}{k(s_1+s_2)}=\frac{\lambda}{\sin\theta_1+\sin\theta_2}.$$

For equal angles this is $\lambda/(2\sin\theta)$, the authors' first statement.

**2. What the flat surface does to each beam**

Suppose that the resist and everything beneath it are flat and uniform along $x$. Consider beam 1 alone. Shifting the incident wave by a distance $a$ along $x$ multiplies it by a constant phase factor of the form $e^{iks_1a}$. The layers look the same after the shift, and Maxwell's equations are linear, so the entire response acquires the same factor. The field of beam 1 at any height must therefore have the form $f_1(z)e^{iks_1x}$. Likewise, beam 2 gives $f_2(z)e^{-iks_2x}$. The total intensity is

$$|E|^2=|f_1|^2+|f_2|^2+2\,\mathrm{Re}\!\left[f_1f_2^*e^{ik(s_1+s_2)x}\right].$$

The layers can change $f_1$ and $f_2$, and with them the brightness, contrast and lateral position of the fringes. They cannot change the factor that contains $x$. The period is $p$ at every depth where both fields are present, including when the film absorbs or reflections travel back up through it.

Snell's law is the same statement in terms of angles. In a transparent film the wavevector has length $nk$, and its $x$ component is still $k\sin\theta$. Hence $nk\sin\theta'=k\sin\theta$, or $\sin\theta'=\sin\theta/n$. Using the wavelength and the angle that both belong to the film,

$$p'=\frac{\lambda/n}{2\sin\theta'}=\frac{\lambda/n}{2\sin\theta/n}=\frac{\lambda}{2\sin\theta}=p.$$

For the submitted design, $\sin\theta$ falls from 0.5736 to 0.3374 and the angle from $35.0^\circ$ to $19.72^\circ$. The period in the resist is $191.2/(2\times0.3374)=283.3$ nm. The authors' 166.7 nm is $191.2/(2\times0.5736)$, which combines the wavelength in the resist with the angle in air.

There is also a direct physical objection to 166.7 nm. For this polarization the total electric field is continuous across the surface. The intensities just above and just below it must agree at every $x$, which two patterns of different period cannot do.

I checked the conclusion with a two-dimensional numerical solution of the wave equation. Two beams of finite width were launched from tilted sources in air, without prescribing their directions in the film. A perfect mirror lay at the bottom. With a 400 nm film of index $1.70+0.020i$ above the mirror, the lateral period measured between intensity minima was 283.5 nm; without the film it was 284.9 nm. Both agree with 283.3 nm within the 3% allowed for finite beam width and grid spacing. The offset without the film comes mainly from the beam radius of about 0.8 µm: without a grid these beams give 285.3 nm, and beams of 3 µm radius give 283.4 nm.

**3. What the index does change**

*The vertical period.* Inserting $f(z)e^{\pm iksx}$, with $s=\sin\theta$, into the wave equation gives

$$f''+k^2(n^2-s^2)f=0,\qquad q=\sqrt{n^2-s^2}=n\cos\theta'.$$

The solutions are $e^{\pm ikqz}$. A downward wave and its reflection from the silicon combine as $f=A(e^{-ikqz}+re^{ikqz})$. Writing $r=|r|e^{i\phi}$,

$$|f|^2=|A|^2\left[1+|r|^2+2|r|\cos(2kqz+\phi)\right].$$

The vertical period is therefore $2\pi/(2kq)=\lambda/(2q)$. Here $q=1.6003$, giving $325/(2\times1.6003)=101.5$ nm. The numerical solution with the film gave 100.9 nm, within the same 3% allowance. The shortfall comes from the 12.5 nm grid step; without a grid the same beams give 101.6 nm. This is the period that a higher index shortens when $\theta$ is held fixed.

The ratio of greatest to least intensity along $z$ follows from the greatest and least values of the cosine:

$$\frac{|f|^2_{\max}}{|f|^2_{\min}}=\left(\frac{1+|r|}{1-|r|}\right)^2.$$

To find $r$, let the wave in the silicon be $At e^{-ikq_sz}$, with $q_s=\sqrt{n_s^2-s^2}$. Continuity of $f$ at $z=0$ gives $1+r=t$, and continuity of $f'$ gives $q(1-r)=q_st$. Eliminating $t$ yields

$$r=\frac{q-q_s}{q+q_s}.$$

For a rough silicon index $n_s=5.0+3.0i$, $|r|=0.626$. If absorption in the resist is neglected, the intensity ratio is 18.9. The figure is only as good as its inputs: a silicon index of $5.06+3.2i$ raises it to about 20, and a resist index of $1.70+0.020i$ lowers the ratio across a 300 nm film to about 14. The 300 nm film contains more than one vertical period, so both extremes occur in it.

*The contrast for in-plane polarization.* Now let the electric fields lie in the plane of incidence. Consider just the two downward waves in a transparent film, with equal amplitudes $A$. Each field is perpendicular to its own wavevector, so the polarization directions are

$$\mathbf e_1=(\cos\theta',\sin\theta'),\qquad \mathbf e_2=(\cos\theta',-\sin\theta').$$

Their scalar product is $\cos^2\theta'-\sin^2\theta'=\cos2\theta'$. The interference term is multiplied by this product:

$$|\mathbf E|^2=2A^2\left[1+\cos2\theta'\cos(2ksx)\right].$$

The contrast, defined as $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$, is $|\cos2\theta'|$. It rises from 0.342 for the pair in air to $1-2(0.3374)^2=0.772$ in the resist. For this downward pair, refraction helps by making the two fields more nearly parallel, while the period remains 283.3 nm. Waves reflected from the silicon make the contrast depend strongly on depth. With the rough silicon index used above and a lossless resist, it ranges from zero to about 0.98, and at some depths the bright and dark fringes change places. Averaged over a whole vertical period, the reflection multiplies the squared size of each field component by the same factor, $1+|r|^2$ with $r$ taken for this polarization. The averaged intensity therefore keeps the contrast 0.772, although the intensity at a given depth generally does not. For fields normal to the plane, equal beams at equal angles have unit contrast at every depth.

**4. A tilted wafer**

The authors should distinguish the period along the wafer from the spacing measured perpendicular to the fringe planes. With equal angles the planes of the downward pair are vertical and the two lengths coincide. If the wafer is rotated by $15.0^\circ$ under the same beams, the angles become $50.0^\circ$ and $20.0^\circ$. The lateral period is then

$$p=\frac{325}{\sin50.0^\circ+\sin20.0^\circ}=293.3\ \text{nm}$$

in both air and resist. The perpendicular spacing is $2\pi$ divided by the full length of the wavevector difference. In the film, with $q_j=\sqrt{n^2-s_j^2}$, it is

$$\Lambda'=\frac{\lambda}{\sqrt{(s_1+s_2)^2+(q_1-q_2)^2}}.$$

This gives 290.7 nm, compared with 283.3 nm in air. Refraction changes this spacing because it changes the tilt of the fringe planes. In this case it makes the spacing larger, and the factor is not $1/n$.

**5. How to obtain a shorter period**

If the authors need a period near 167 nm, they can increase the angle in air to about $77^\circ$. The cost is a strong reflection: at that angle the resist surface alone returns about half the power of a beam polarized normal to the plane of incidence. Since $\sin\theta<1$ for a beam arriving from air, $\lambda/2=162.5$ nm is a lower limit that is approached at grazing incidence.

A flat layer of liquid on the resist does not remove this limit. Each flat boundary preserves $k\sin\theta$, so at $35.0^\circ$ in air a layer of index 1.35 again leaves 283.3 nm. A high-index medium helps when the light enters it through a face that is not parallel to the resist. Suppose that a prism of index $n_p$ is in optical contact with the resist and that each beam enters normal to its own prism face. The beam is not deflected there, but its wavevector grows to $n_pk$. If it meets the base at angle $\theta_p$, its lateral component is $n_pk\sin\theta_p$, and

$$p=\frac{\lambda}{2n_p\sin\theta_p}.$$

For $n_p=1.50$ and $\theta_p=60.0^\circ$, the period is 125.1 nm. The lateral component is $1.50\sin60.0^\circ=1.30$ in units of $k$. This is below the resist index 1.70, so the waves propagate in the resist. It exceeds 1, so they would decay across an air gap, which is why optical contact matters.

I tested the flat film, the liquid layer, the tilted wafer and the prism by minimizing the optical path of each beam, without supplying a law of refraction. The resulting periods agreed with the formulas above to within one part in $10^5$.

**6. If the resist surface is not parallel to the wafer**

The result rests on a flat, parallel surface, so the authors should know how sensitive it is to slope. Let the resist surface rise by a small angle $\alpha$ along $x$, over a distance much longer than a fringe. Consider the waves on their first passage into a transparent film. The beams now meet the surface at angles $\theta-\alpha$ and $\theta+\alpha$. Refraction preserves the component of each wavevector along the sloped surface and changes the component along its normal $(-\sin\alpha,\cos\alpha)$. For incidence angle $\varphi$, that normal component changes by $-kD(\varphi)$, where

$$D(\varphi)=\sqrt{n^2-\sin^2\varphi}-\cos\varphi.$$

Projected on $x$, the change is $+kD(\varphi)\sin\alpha$ for both beams. The difference of their lateral components becomes

$$K=k\{2s+\sin\alpha\,[D(\theta-\alpha)-D(\theta+\alpha)]\}.$$

The equal parts of the two shifts cancel. To leading order the bracket is $-2\alpha D'(\theta)$, where

$$D'(\theta)=-\frac{\sin\theta\cos\theta}{q}+\sin\theta=s\left(1-\frac{\cos\theta}{q}\right).$$

Thus

$$K\simeq2ks\left[1-\alpha^2\left(1-\frac{\cos\theta}{q}\right)\right],$$

and the period grows by the fraction $\alpha^2(1-\cos\theta/q)$. A slope of 0.050 rad lengthens it by 0.122%. Minimizing the optical path confirmed the size of this change to within 5% of the estimate. A gentle slope therefore cannot rescue the factor $1/n$. Surface relief on the scale of the fringes scatters light and lies outside this estimate.

**7. The real exposure**

The 325 nm line comes from the cadmium ion in a helium-cadmium laser. The resist and silicon indices are rough typical values, as are the tool parameters below. Each effect is sized separately, with the other settings held fixed.

- **Angle.** An error that increases both beam angles by $0.10^\circ$ changes the period by 0.248%, about 0.7 nm. This is the largest period error in this list.
- **Air.** An index excess of $2.8\times10^{-4}$ changes the period by 0.028%.
- **Curved wavefronts.** For point sources 1000 mm away, the period 10 mm from the field centre along $x$ differs by about 0.010%, and by half that at the same distance along the fringe lines.
- **Temperature.** A 5.0 K change in the silicon changes the grating period by 0.0013%.
- **Coherence.** At the same field edge the paths differ by $2\times10\sin35.0^\circ=11.47$ mm. If contrast falls as $\exp[-(\Delta/L)^2]$, with path difference $\Delta$ and $L=100$ mm, the factor is 0.987.

Absorption leaves the lateral period unchanged but weakens the downward wave with depth. With complex index $n+i\kappa$ and small $\kappa$, the normal factor satisfies $\tilde q^2\simeq q^2+2in\kappa$. Hence $\mathrm{Im}\,\tilde q\simeq n\kappa/q=\kappa/\cos\theta'$. For $\kappa=0.020$, the downward wave retains $\exp(-2kd\,\mathrm{Im}\,\tilde q)=0.782$ of its intensity after 300 nm.

Bleaching during exposure breaks the assumption of a laterally uniform film. An index range of 0.010 gives a phase amplitude of at most about 0.031 rad in one pass through the film. That bound is a ray estimate, and the fringes are too fine for rays. A sinusoidal index pattern of period $p$ is Bragg matched: it scatters each beam into the direction of the other with a relative amplitude of about 0.015, half the bound, while the order on the other side is evanescent because $3s=1.72$ exceeds 1.70. The phase ripple of one beam after one pass is then about 0.016 rad. If the fringes stay in place, however, the index pattern that they write also has period $p$. A shift by $p$ multiplies the two incident beams by $e^{iks_1p}$ and $e^{-iks_2p}$. These factors are equal, because their ratio is $e^{ik(s_1+s_2)p}=e^{2\pi i}=1$. The total field therefore gains a common phase, and its intensity still repeats after $p$. Bleaching can alter the fringe shape without introducing the claimed 166.7 nm period.

Of the effects considered, reflection from the silicon deserves the most attention in a revised design. It leaves the lateral period at 283.3 nm but can make the dose vary strongly with depth. An antireflection layer beneath the resist addresses that problem if it lowers $|r|$ at the angle and polarization used.

**Requested revision.** The authors should replace 166.7 nm by 283.3 nm for the stated geometry, or change the geometry to reach the period they want.

## Values computed for the example and the checks

```
Vacuum wavelength: 325.0 nm
Photon energy: 3.815 eV
Beam angle in air: 35.0 deg
Resist index, real part (rough): 1.70
Resist index, imaginary part (rough): 0.020
Silicon index (rough): 5.0 + 3.0i
Resist thickness: 300 nm
sin(theta) in air: 0.5736; in resist: 0.3374
Beam angle in resist: 19.72 deg
Wavelength in resist: 191.2 nm
Lateral period, air and resist: 283.3 nm
Mistaken period, divided by index: 166.7 nm
Full-wave lateral period, no film: 284.9 nm
Full-wave lateral period, resist: 283.5 nm
Full-wave test film thickness: 400 nm
Stationary-path lateral period: 283.3 nm
Normal wavevector factor q: 1.6003
Vertical standing-wave period: 101.5 nm
Full-wave vertical period: 100.9 nm
In-plane polarization contrast, air: 0.342
In-plane polarization contrast, resist: 0.772
Shortest period from air, limit: 162.5 nm
Flat liquid layer index: 1.35
Period with flat liquid layer: 283.3 nm
Prism index: 1.50
Beam angle in prism: 60.0 deg
Period with prism: 125.1 nm
Sample rotation: 15.0 deg
Rotated angles: 50.0, 20.0 deg
Rotated sample, lateral period: 293.3 nm
Rotated, perpendicular spacing in air: 283.3 nm
Rotated, perpendicular spacing in resist: 290.7 nm
Substrate reflection amplitude: 0.626
Vertical intensity max/min, lossless: 18.9
One-pass intensity transmission: 0.782
Angle error: 0.10 deg
Period change from angle error: 0.248 %
Air index minus one (rough): 2.8e-04
Period change from air index: 0.028 %
Distance from field centre: 10 mm
Point-source distance: 1000 mm
Period change from curvature: 0.0101 %
Coherence length, 1/e contrast (rough): 100 mm
Path difference at field edge: 11.47 mm
Coherence contrast factor at edge: 0.9869
Resist surface slope: 0.050 rad
Period change from surface slope: 0.122 %
Bleaching index range (rough): 0.010
Bleaching phase amplitude: 0.0308 rad
Silicon thermal expansion (rough): 2.6e-06 1/K
Temperature change: 5.0 K
Thermal period change: 0.0013 %
```
